# Interface-state density needed to pin the silicon Fermi level

**Question.** A silicon surface receives an extra ionic charge of 1 µC/cm². How dense must the interface states near midgap be to keep the surface Fermi level almost where it was, and how does that density scale with the charge, the tolerance, the doping and the temperature?

**Answer.**

## What has to be held fixed

The Fermi level of a finite density of states moves whenever charge is added, so "pinned" needs a tolerance. Let \(\xi\) be the Fermi level at the surface measured from the intrinsic level there, which is called midgap below. The surface counts as pinned if a charge change \(\Delta Q\) moves \(\xi\) by no more than a chosen energy \(\delta\). I take \(\delta=0.1\) eV, a small part of the gap but several times the thermal energy, and then vary it.

The surface is taken to be rinsed and dried, with no electrode or liquid in front of it, and the wafer can exchange electrons through a grounded back contact. (A wafer with no such path would keep a net charge, and its front would supply only half the countercharge.) The extra ions sit just outside the silicon, and the silicon with its interface states must supply all the countercharge. Charge is averaged over the surface plane, and the change is slow enough for the states to stay in equilibrium. Before the change \(\xi=0\).

Let \(\Delta Q_{it}\) and \(\Delta Q_{sc}\) be the changes of charge in the interface states and in the space-charge layer of the silicon. The wafer and its ions are taken to be neutral as a whole, with no applied field. The field then vanishes far outside and deep inside, so by Gauss's law

\[
\Delta Q+\Delta Q_{it}+\Delta Q_{sc}=0 .
\]

Positive ions attract electrons. The bands bend down, \(\xi\) rises, and states that were empty fill. With positive \(\Delta Q\), both other terms are therefore negative.

## The charge taken up by the states

Let the states have uniform density \(D\), in cm⁻² eV⁻¹, for energies \(E\) from \(-W\) to \(W\) about midgap. Their occupancy is the Fermi function. Each added electron contributes \(-q\), where \(q\) is the elementary charge, whether the state is a donor or an acceptor; that label fixes the total charge but not its change. Hence

\[
\Delta Q_{it}=-qD\int_{-W}^{W}\left[\frac{1}{1+e^{(E-\xi)/kT}}-\frac{1}{1+e^{E/kT}}\right]dE .
\]

An antiderivative of the first term is \(-kT\ln(1+e^{(\xi-E)/kT})\). Between the limits it gives

\[
kT\ln\left(1+e^{(W+\xi)/kT}\right)-kT\ln\left(1+e^{-(W-\xi)/kT}\right).
\]

Taking the large exponential out of the first logarithm turns this into

\[
W+\xi+kT\ln\frac{1+e^{-(W+\xi)/kT}}{1+e^{-(W-\xi)/kT}} .
\]

The second term of the integrand is the same expression at \(\xi=0\), which is \(W\). Subtracting it leaves

\[
\Delta Q_{it}=-qD\left[\xi-kT\ln\frac{1+e^{-(W-\xi)/kT}}{1+e^{-(W+\xi)/kT}}\right].
\]

If both edges of the band stay several \(kT\) away from the Fermi level, the logarithm is exponentially small and

\[
\Delta Q_{it}\simeq-qD\,\xi .
\]

Temperature has dropped out. Heating blurs the boundary between full and empty states, but in a flat density the blur has the same shape before and after the shift, so the number of electrons gained is still the density times the distance moved.

For \(W=0.3\) eV and \(\xi=0.1\) eV, the linear law overstates the charge by about 0.01% at 300 K and 0.04% at 353 K, a warm bath, with \(D\), \(W\) and \(\xi\) held fixed.

## The estimate

Suppose for the moment that the space-charge layer contributes little. Neutrality then reads \(\Delta Q=qD\,\xi\), and the requirement \(|\xi|\le\delta\) becomes

\[
D\ge\frac{|\Delta Q|}{q\,\delta}.
\]

The charge corresponds to \(\Delta Q/q=6.24\times10^{12}\) electrons per cm². For a tolerance of 0.1 eV,

\[
D=\frac{6.24\times10^{12}\ \text{cm}^{-2}}{0.1\ \text{eV}}
=6.2\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}.
\]

The density is proportional to the charge and inversely proportional to the tolerance. Allowing 0.2 eV halves it to \(3.1\times10^{13}\) cm⁻² eV⁻¹. Demanding that the shift stay within \(kT=0.0259\) eV raises it to \(2.4\times10^{14}\) cm⁻² eV⁻¹. At moderate doping the choice of tolerance thus matters far more than the space-charge correction examined next.

The same result can be read as a capacitance. A shift of \(\xi\) electronvolts is a potential change of \(\xi\) volts, so the states act as a capacitor of \(\Delta Q/(0.1\ \text{V})=10\) µF/cm². It is not enough for this capacitance to be large compared with that of the space-charge layer at the start; it must be large enough to take up the added charge within the tolerance.

## How much the silicon itself helps

Take n-type silicon with donor density \(N=10^{16}\) cm⁻³ and a rough intrinsic density \(n_i=10^{10}\) cm⁻³. In the bulk the Fermi level lies above midgap by

\[
\phi_B=kT\ln\frac{N}{n_i}=0.357\ \text{eV}.
\]

Let \(\psi\) be the electrostatic potential relative to the bulk, positive when the bands bend down. At the surface \(\xi=\phi_B+q\psi_s\), so the starting condition \(\xi=0\) means \(\psi_s=-0.357\) V, a depleted surface.

With \(u=q\psi/kT\), Boltzmann statistics, and bulk electron and hole densities \(n_0\simeq N\) and \(p_0=n_i^2/n_0\), the charge density is

\[
\rho=q\left(p_0e^{-u}-n_0e^{u}+n_0-p_0\right).
\]

The last two terms are the donor charge, fixed by neutrality of the bulk. Let \(\varepsilon\) be the permittivity of silicon. Multiplying Poisson's equation \(\psi''=-\rho/\varepsilon\) by \(\psi'\) makes the left side the derivative of \(\psi'^2/2\). Integrating from the bulk, where \(\psi\) and \(\psi'\) vanish, to the surface gives

\[
\frac{\psi_s'^2}{2}=-\frac1\varepsilon\int_0^{\psi_s}\rho\,d\psi
=\frac{kT}{\varepsilon}\left[n_0(e^{u_s}-1-u_s)+p_0(e^{-u_s}-1+u_s)\right].
\]

Gauss's law gives the charge in the layer as \(Q_{sc}=\varepsilon\psi_s'\), with the derivative taken into the silicon. For upward bending, \(\psi\) rises from a negative value to zero, so \(Q_{sc}\) is positive, as ionized donors require. Therefore

\[
Q_{sc}^2=2\varepsilon kT\left[n_0(e^{u_s}-1-u_s)+p_0(e^{-u_s}-1+u_s)\right],
\]

with the sign of \(Q_{sc}\) opposite to that of \(u_s\).

In depletion \(e^{u_s}\) is negligible, and near midgap so is the hole term. What remains is

\[
Q_{sc}\simeq\sqrt{2\varepsilon qN\left(|\psi_s|-kT/q\right)} .
\]

At the start this is 0.0332 µC/cm², about 3% of the charge to be answered. The change counts for even less. When \(\xi\) rises by 0.1 eV, the depletion layer shrinks and its charge changes by −0.0054 µC/cm². When \(\xi\) falls by 0.1 eV, the change is +0.0047 µC/cm². The two differ in size because the square root is curved.

Putting \(\Delta Q_{it}=-qD\,\xi\) into the neutrality condition and solving for \(D\) gives

\[
D=\frac{\Delta Q+\Delta Q_{sc}}{q\,\xi}.
\]

For positive ions,

\[
D=\frac{1-0.0054}{1}\times6.24\times10^{13}
=6.21\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}.
\]

For negative ions numerator and \(\xi\) both change sign, and the result is the same to these digits. The space charge always opposes the added charge here, so it lowers the requirement slightly, by about half a per cent.

A finite-difference solution of Poisson's equation, with the interface band replaced by 600 separate levels 1 meV apart, tests this balance. Given the corrected densities, it returns shifts of +0.10001 and −0.10001 eV. Given the simple estimate and positive ions, it returns 0.0995 eV, smaller than the tolerance by the half per cent that the space charge supplies.

Doping enters through the square root of \(N\), modified by the slow growth of \(\phi_B\). At \(10^{18}\) cm⁻³ the same upward shift changes the space charge by −0.046 µC/cm², and \(D\) falls to \(6.0\times10^{13}\) cm⁻² eV⁻¹. This hundredfold increase in doping therefore moves the answer by less than 5%. The correction keeps growing roughly as \(\sqrt N\): at \(10^{19}\) cm⁻³ it reaches about −0.13 µC/cm² and \(D\) falls to about \(5.4\times10^{13}\) cm⁻² eV⁻¹, so in heavily doped silicon it is no longer small. Temperature enters the correction through \(n_i\) and \(\phi_B\); at \(10^{16}\) cm⁻³ and 353 K it is still only about 0.6%.

## What happens without the states

With \(D=0\), the space-charge layer must answer alone. From the numbers above, a positive charge of only 0.0054 µC/cm² then moves the Fermi level by 0.1 eV. The charge in the question is more than a hundred times larger, and it carries the surface out of depletion into strong accumulation.

Boltzmann statistics are no longer accurate there, because the electron density at the surface exceeds the effective density of the conduction band, \(N_c=2.8\times10^{19}\) cm⁻³ (rough). Let \(\eta\) be the Fermi level above the conduction-band edge in units of \(kT\). The electron density is \(N_cF_{1/2}(\eta)\), where

\[
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}},\qquad
\frac{dF_{3/2}}{d\eta}=F_{1/2}.
\]

Holes are negligible in accumulation, so \(\rho=q[N-N_cF_{1/2}(\eta)]\). The same first integral, with \(d\psi=(kT/q)\,d\eta\), now gives

\[
\frac{Q_{sc}^2}{2\varepsilon}=kT\left\{N_c\left[F_{3/2}(\eta_s)-F_{3/2}(\eta_b)\right]-N(\eta_s-\eta_b)\right\},
\]

where \(s\) and \(b\) denote surface and bulk.

The external charge that the layer must balance is the sum of the new charge and the negative charge that balanced the original depletion layer: \(1-0.033=0.967\) µC/cm². Solving for \(\eta_s\) puts the Fermi level 0.05 eV above the conduction-band edge at the surface. Since that edge lies \(kT\ln(N_c/n_i)=0.56\) eV above midgap, the total shift is

\[
0.56+0.05=0.61\ \text{eV}.
\]

The bands now bend down by \(0.61-0.36=0.25\) V. Integrating Poisson's equation step by step from the bulk to the surface gives the same bending.

This shift scales quite differently from the pinned one. While the electrons are still non-degenerate, \(F_{3/2}\simeq e^{\eta}\), so in accumulation \(Q_{sc}^2\propto e^{\eta_s}\) and \(\xi\) grows as \(2kT\ln|Q_{sc}|\). In that range ten times the charge adds about 0.12 eV; once the Fermi level passes the band edge, as it does at the charge in the question, the growth is faster. Most of the movement comes from the first small part of the charge, and this is why a bare surface is so sensitive.

The calculation treats the electrons as a classical gas in a smooth potential, yet the field at the surface is 0.93 MV/cm and squeezes them into a thin layer. In a triangular well of slope \(F\), the lowest level lies \(2.338\,(\hbar^2q^2F^2/2m)^{1/3}\) above the bottom, the number being the magnitude of the first zero of the Airy function. For a (111) surface the mass for motion normal to the surface is about 0.26 electron masses, and the level then lies between 0.16 eV, for half the surface field, and 0.25 eV, for the full field; other orientations have other masses. Confinement therefore raises the state-free shift above the classical value, by something of order 0.1 eV. The pinned result is untouched, because its surface stays depleted.

The field also exceeds the rough breakdown field of bulk silicon, 0.3 MV/cm. The whole potential drop is only a few tenths of a volt, however, so a carrier crossing the layer cannot gain the gap energy of about 1.1 eV needed to create a pair. With the states present, the final field is 0.027 MV/cm.

## How many surface bonds this means

The top layer of an unreconstructed Si(111) surface has one dangling bond per atom. With lattice constant \(a=0.5431\) nm, neighbouring atoms in the layer are \(a/\sqrt2\) apart on a triangular lattice. The area per atom is \((\sqrt3/2)(a/\sqrt2)^2=\sqrt3a^2/4\), and the atomic density is

\[
\frac{4}{\sqrt3\,a^2}=7.83\times10^{14}\ \text{cm}^{-2}.
\]

Three different counts can be compared with it. The electrons exchanged, \(6.24\times10^{12}\) cm⁻², amount to 0.8% of the top atoms. The states in the whole assumed band number

\[
2WD=0.6\times6.24\times10^{13}=3.7\times10^{13}\ \text{cm}^{-2},
\]

or 4.8% of the top atoms. Most of these change their occupancy only slightly, because they lie outside the range swept. The density \(D\) itself is a number per energy and cannot be turned into a fraction of bonds until the width of the band is given.

The band also sets a limit on the charge that can be pinned. Starting half full, it has \(WD\) empty states, enough for about 3 µC/cm² of positive ions. Close to that limit, the Fermi level passes the band edge and the linear law fails.

## If the states form a sharp level

The opposite case to a flat band is a single level at midgap, holding one electron per state and half filled at the start. If there are \(N_t\) such states per cm², a shift \(\delta\) changes their electron number by

\[
N_t\left[\frac{1}{1+e^{-\delta/kT}}-\frac12\right]
=\frac{N_t}{2}\,\frac{1-e^{-\delta/kT}}{1+e^{-\delta/kT}}
=\frac{N_t}{2}\tanh\frac{\delta}{2kT}.
\]

Setting this equal to \(|\Delta Q|/q\), again without the space charge, gives

\[
N_t=\frac{2|\Delta Q|/q}{\tanh(\delta/2kT)} .
\]

At 300 K and \(\delta=0.1\) eV the hyperbolic tangent is 0.96, so \(N_t=1.3\times10^{13}\) cm⁻², or 1.7% of the top atoms. This is about a third of the number in the assumed flat band, most of whose states lie outside the range swept. The ratio depends on the width assumed for that band.

The two limits show how the scaling changes. For \(\delta\ll kT\), \(\tanh x\simeq x\) and \(N_t\simeq4kT|\Delta Q|/(q\delta)\). The level then behaves like a flat band of density \(N_t/4kT\), and the number required rises with temperature. For \(\delta\gg kT\), \(N_t\) tends to \(2|\Delta Q|/q\). With fewer states than that, the level fills or empties completely and cannot take up the charge at any shift. A sharp level thus keeps the shift within a few \(kT\) until it is nearly full or nearly empty, and then lets go.

## Against real surfaces

A carefully passivated silicon surface, such as one freshly finished in hydrofluoric acid, may have roughly \(10^{11}\) cm⁻² eV⁻¹ near midgap, and often less. The requirement is about 600 times higher. If that density extended over the whole state-free shift of 0.61 eV, its states would take up 0.01 µC/cm², 1% of the charge. Within this model such a surface is not pinned. The charge is itself large: fixed charge in a good thermal oxide is usually well below \(10^{12}\) elementary charges per cm², against \(6\times10^{12}\) here. The assumption most clearly broken is the flat band. Silicon dangling bonds give two broad peaks, one on each side of midgap, with fewer states between them. If the density varies little within a few \(kT\), what matters is its average over the range swept. If this average stays at half the assumed value over the whole wider range, the shift doubles to about 0.2 eV; where the density rises toward a peak, the shift grows by less. Near narrow peaks the average is not a safe guide, and the integral over the Fermi functions must be done with the actual density.

A surface still in the bath needs a further distinction. Suppose the bulk silicon is held at a fixed potential relative to the solution. A rise of the surface potential by \(\xi/q\) must then appear, reversed, across the double layer in the liquid, which supplies countercharge of its own. If \(C_H\) is the double-layer capacitance and \(\Delta Q_g\) the gross ionic charge placed on the surface, neglecting the space charge gives

\[
\Delta Q_g=\left(qD+C_H/q\right)\xi ,
\]

where \(\xi/q\) is the shift in volts. For a rough \(C_H\) of 10 µF/cm², a shift of 0.1 V draws 1.0 µC/cm² from the liquid. That is the whole charge in the question, so no interface states would be needed. The estimate of \(6\times10^{13}\) cm⁻² eV⁻¹ applies to the net charge left for the silicon to answer.

## Speed and graininess

The states must also have time to respond. In equilibrium, capture of electrons into a midgap state balances emission from it. Let \(\sigma\) be the capture cross-section, \(v\) the thermal speed, \(n\) the electron density at the surface, \(f\) the occupancy and \(r\) the emission rate:

\[
\sigma v n(1-f)=r f .
\]

Here \(n=n_ie^{\xi/kT}\), and for a level at midgap \(f/(1-f)=e^{\xi/kT}\). The exponentials cancel, leaving \(r=\sigma v n_i\). With rough values \(\sigma=10^{-15}\) cm² and \(v=1.2\times10^7\) cm/s, the emission time \(1/r\) is about 9 ms for a level at midgap. It scales inversely with the cross-section, which is uncertain. The response to a sudden charge can be faster or slower than this. Positive ions first draw electrons to the surface, which speeds their capture. Negative ions require levels below midgap to empty, and these emit electrons more slowly, unless holes are available for capture; states near midgap generate some holes themselves, which shortens the wait. If the ionic charge changes much faster than the states can exchange electrons, their charge is at first frozen and the silicon must respond alone. For a sudden negative charge of the size in the question, the equilibrium formulas then fail if few holes are available. The ionized donors would have to supply \(Q=1.03\) µC/cm², which requires a depletion layer \(Q/(qN)=6.5\) µm thick and a surface field \(Q/\varepsilon\) of about 1.0 MV/cm. The potential drop, half the product of the two, would be about 300 V, so the silicon would break down before reaching that state.

Finally, the ions are discrete. At one elementary charge each, their mean spacing is \((6.24\times10^{12}\ \text{cm}^{-2})^{-1/2}=4.0\) nm. For a charge on the boundary between vacuum and silicon, of relative permittivity \(\varepsilon_r=11.7\), Gauss's law over two hemispheres of radius \(R\) gives a field \(q/[2\pi\varepsilon_0(1+\varepsilon_r)R^2]\) and hence a potential

\[
V(R)=\frac{q}{2\pi\varepsilon_0(1+\varepsilon_r)R}.
\]

At half the mean spacing this is 0.11 V, as large as the tolerance. That is the potential of one ion alone. The average over the whole layer has already been counted, so the number gives only a rough order of magnitude for the local variations, which depend on how the ions are arranged. Mobile charge in the interface states will screen them, by an amount not calculated here. The density found above therefore holds the average Fermi level to 0.1 eV; it does not guarantee the same at every point beside an ion. Most of the values used are listed in the numerical output below.

## Computed results

```
temperature: 300 K; kT: 0.02585 eV
relative permittivity of silicon: 11.7
donor density: 1.0e+16 cm^-3
intrinsic density (rough): 1.0e+10 cm^-3
conduction-band density (rough): 2.8e+19 cm^-3
external charge change: 1.00 uC/cm2
same, in elementary charges: 6.242e+12 cm^-2
D for shift 0.0259 eV: 2.414e+14 cm^-2 eV^-1
D for shift 0.0500 eV: 1.248e+14 cm^-2 eV^-1
D for shift 0.1000 eV: 6.242e+13 cm^-2 eV^-1
D for shift 0.2000 eV: 3.121e+13 cm^-2 eV^-1
state capacitance at 0.1 eV: 10.00 uF/cm2
bulk Fermi level above midgap: 0.3572 eV
initial space charge: 0.0332 uC/cm2
space-charge change, shift +0.1 eV: -0.00545 uC/cm2
space-charge change, shift -0.1 eV: 0.00468 uC/cm2
corrected D, positive charge: 6.2075e+13 cm^-2 eV^-1
corrected D, negative charge: 6.2123e+13 cm^-2 eV^-1
Poisson shift, corrected D, positive: 0.10001 eV
Poisson shift, corrected D, negative: -0.10001 eV
Poisson shift, simple D, positive: 0.09947 eV
Poisson start level without states: 0.000000 eV
space-charge change at 1e18 cm^-3: -0.0456 uC/cm2
corrected D at 1e18 cm^-3: 5.957e+13 cm^-2 eV^-1
state band half width: 0.30 eV
flat-band error at 300 K: -0.0113 %
flat-band error at 353 K: -0.0423 %
shift without states: 0.612 eV
Fermi level above conduction edge then: 0.049 eV
bending then, first integral: 0.25435 V
bending then, outward integration: 0.25435 V
silicon surface field then: 0.933 MV/cm
initial silicon surface field: 0.0320 MV/cm
final field, pinned: 0.0267 MV/cm
confinement energy without states (rough): 0.160 eV
silicon lattice constant: 0.5431 nm
Si(111) top-layer atoms: 7.830e+14 cm^-2
exchanged electrons per top atom: 0.797 %
states in whole band: 3.745e+13 cm^-2
states in whole band per top atom: 4.78 %
sharp-level states needed: 1.302e+13 cm^-2
sharp-level states per top atom: 1.66 %
passivated surface D (rough): 1.0e+11 cm^-2 eV^-1
its charge over the state-free shift: 0.0098 uC/cm2
required D / passivated D: 624
double-layer capacitance (rough): 10 uF/cm2
double-layer charge for 0.1 V: 1.00 uC/cm2
mean ion spacing: 4.00 nm
unscreened ion potential at half spacing: 0.113 V
capture cross-section (rough): 1.0e-15 cm2
thermal speed (free-electron mass): 1.17e+07 cm/s
midgap emission time: 8.6 ms
```
